# Jamming of trimers adsorbed irreversibly on a one-dimensional lattice: test program

```python
"""Irreversible random adsorption of trimers on a one-dimensional lattice.

Result under test: the occupied-site fraction jams at
    theta_J = 3 [D(2) - exp(-3) D(1)],   D = Dawson's function,
and before jamming, with x = exp(-tau),
    theta(tau) = 3 * integral from x to 1 of exp(y^2 + 2y - 3) dy.
tau : time multiplied by the landing rate k per set of three adjacent sites
E_n : probability that n given consecutive sites are all empty
g_m : density per lattice site of gaps of exactly m empty sites at jamming
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.special import dawsn


def empty_string(n, tau):
    """Closed form of E_n for n >= 2."""
    x = np.exp(-tau)
    return x**(n - 2) * np.exp(x * x + 2 * x - 3)


def coverage(tau):
    """Closed form of the occupied-site fraction."""
    z = 1 + np.exp(-tau)
    return 3 * (dawsn(2.0) - np.exp(z * z - 4) * dawsn(z))


theta_jam = 3 * (dawsn(2.0) - np.exp(-3) * dawsn(1.0))
trimer_density = theta_jam / 3
g2 = np.exp(-3)
g1 = 1 - theta_jam - 2 * g2
g0 = trimer_density - g1 - g2

# Dawson form against quadrature of the integral
integral = 3 * quad(lambda y: np.exp(y * y + 2 * y - 3), 0, 1)[0]
assert abs(integral - theta_jam) < 1e-12

# Rate equations for E_n against the full master equation on a small ring
ring = 12
landings = [sum(1 << ((s + j) % ring) for j in range(3)) for s in range(ring)]
index = {0: 0}
queue = [0]
rows, cols, rates = [], [], []
for state in queue:  # the list grows while it is being scanned
    for mask in landings:
        if state & mask == 0:
            new = state | mask
            if new not in index:
                index[new] = len(queue)
                queue.append(new)
            rows += [index[new], index[state]]
            cols += [index[state], index[state]]
            rates += [1.0, -1.0]
count = len(queue)
generator = csr_matrix((rates, (rows, cols)), shape=(count, count))
states = np.array(queue)
start = np.zeros(count)
start[0] = 1.0
hierarchy_error = 0.0
for tau in (0.3, 1.0):
    prob = expm_multiply(generator * tau, start)
    slope = generator @ prob
    E, dE = {}, {}
    for n in range(1, ring + 1):
        is_empty = (states & ((1 << n) - 1)) == 0
        E[n] = prob[is_empty].sum()
        dE[n] = slope[is_empty].sum()
    hierarchy_error = max(hierarchy_error, abs(dE[1] + 3 * E[3]))
    for n in range(2, ring - 1):
        rhs = -(n - 2) * E[n] - 2 * E[n + 1] - 2 * E[n + 2]
        hierarchy_error = max(hierarchy_error, abs(dE[n] - rhs))
assert hierarchy_error < 1e-10

# Closed solution against integration of a long truncated hierarchy
n_max = 60
n_values = np.arange(1, n_max + 1)


def hierarchy(tau, e):
    padded = np.append(e, [0.0, 0.0])
    de = -(n_values - 2) * e - 2 * padded[1:-1] - 2 * padded[2:]
    de[0] = -3 * e[2]
    return de


times = np.array([0.5, 1.0, 2.0, 4.0, 8.0])
sol = solve_ivp(hierarchy, (0, times[-1]), np.ones(n_max), method="DOP853",
                t_eval=times, rtol=1e-11, atol=1e-13)
assert sol.success
solution_error = np.max(np.abs(1 - sol.y[0] - coverage(times)))
for n in range(2, 9):
    difference = np.abs(sol.y[n - 1] - empty_string(n, times))
    solution_error = max(solution_error, np.max(difference))
assert solution_error < 1e-8

# Late stage: exponential approach, carried by gaps of exactly three sites
late = sol.y[:, -1]
late_amplitude = (theta_jam - (1 - late[0])) * np.exp(times[-1])
assert abs(late_amplitude / (3 * np.exp(-3)) - 1) < 2e-3
for column, tau in enumerate(times[:4]):
    e = sol.y[:, column]
    exact_three = (e[2] - 2 * e[3] + e[4]) / e[2]
    assert abs(exact_three - (1 - np.exp(-tau))**2) < 1e-6

# Jammed fraction against exact mean filling of finite segments:
# the first trimer splits a segment into two independent shorter ones
mean_number = [0.0, 0.0, 0.0]
for length in range(3, 61):
    total = sum(mean_number[:length - 2])
    mean_number.append(1 + 2 * total / (length - 2))


def ring_coverage(sites):
    return 3 * (1 + mean_number[sites - 3]) / sites


assert abs(ring_coverage(63) - theta_jam) < 1e-10

# Jammed fraction and gaps against random sequential filling of large rings
rng = np.random.default_rng(12345)
sites, runs = 60000, 20
samples = []
for _ in range(runs):
    occ = bytearray(sites)
    for s in rng.permutation(sites).tolist():
        b, c = s + 1 - sites, s + 2 - sites  # negative indices close the ring
        if not (occ[s] or occ[b] or occ[c]):
            occ[s] = occ[b] = occ[c] = 1
    free = np.frombuffer(occ, dtype=np.uint8) == 0
    pair = free & np.roll(free, -1)
    assert not np.any(pair & np.roll(free, -2))
    two = pair.mean()
    one = free.mean() - 2 * two
    cov = 1 - free.mean()
    samples.append([cov, one, two, cov / 3 - one - two])
samples = np.array(samples)
sim_mean = samples.mean(axis=0)
sim_error = samples.std(axis=0, ddof=1) / np.sqrt(runs)
for value, mean, err in zip((theta_jam, g1, g2, g0), sim_mean, sim_error):
    assert abs(value - mean) < 6 * err  # six standard errors of the mean

# Worked example and the estimate that ignores correlations
rate = 2.0
tau99 = brentq(lambda t: coverage(t) - 0.99 * theta_jam, 0.1, 20)
check = solve_ivp(hierarchy, (0, tau99), np.ones(n_max), method="DOP853",
                  rtol=1e-11, atol=1e-13)
assert abs((1 - check.y[0, -1]) / theta_jam - 0.99) < 1e-8


def uncorrelated(tau):
    return 1 - 1 / np.sqrt(1 + 6 * tau)


mf = solve_ivp(lambda t, y: 3 * (1 - y)**3, (0, tau99), [0.0],
               rtol=1e-10, atol=1e-12)
assert abs(mf.y[0, -1] - uncorrelated(tau99)) < 1e-7
tau_cross = brentq(lambda t: uncorrelated(t) - theta_jam, 0.1, 100)

print(f"Dawson function D(1) = {dawsn(1.0):.8f}")
print(f"Dawson function D(2) = {dawsn(2.0):.8f}")
print(f"exp(-3) = {np.exp(-3):.8f}")
print(f"jammed occupied-site fraction = {theta_jam:.8f}")
print(f"same from quadrature = {integral:.8f}")
print(f"trimers per site at jamming = {trimer_density:.6f}")
print(f"empty-site fraction at jamming = {1 - theta_jam:.6f}")
print(f"one-site gaps per site g1 = {g1:.6f}")
print(f"two-site gaps per site g2 = {g2:.6f}")
print(f"touching pairs per site g0 = {g0:.6f}")
print(f"share of gaps with 0, 1, 2 sites = {g0/trimer_density:.4f}, "
      f"{g1/trimer_density:.4f}, {g2/trimer_density:.4f}")
print("history: tau (units of 1/k), coverage, E_2, E_3")
for tau in times:
    print(f"  {tau:.1f}  {coverage(tau):.6f}  {empty_string(2, tau):.6f}"
          f"  {empty_string(3, tau):.6f}")
print(f"master equation: ring of {ring} sites, {count} states")
print(f"largest error of rate equations = {hierarchy_error:.1e}")
print(f"truncated hierarchy: {n_max} equations")
print(f"largest error of closed solution = {solution_error:.1e}")
for size in (6, 12, 24, 63):
    print(f"exact jammed fraction, ring of {size} sites = "
          f"{ring_coverage(size):.8f}")
print(f"simulation: {runs} rings of {sites} sites")
for name, mean, err in zip(("coverage", "g1", "g2", "g0"),
                           sim_mean, sim_error):
    print(f"  simulated {name} = {mean:.5f} +/- {err:.5f}")
print(f"late amplitude from hierarchy at tau = 8: {late_amplitude:.6f}")
print(f"late amplitude 3 exp(-3) = {3 * np.exp(-3):.6f}")
print(f"landing rate k = {rate:.1f} per second")
print(f"tau at 99 % of jammed coverage = {tau99:.4f}")
print(f"time at 99 % of jammed coverage = {tau99 / rate:.4f} s")
print(f"coverage at that time = {coverage(tau99):.6f}")
print(f"share of landings in exact three-site gaps then = "
      f"{(1 - np.exp(-tau99))**2:.4f}")
print(f"uncorrelated estimate of coverage then = {uncorrelated(tau99):.4f}")
print(f"tau where that estimate passes the jammed value = {tau_cross:.4f}")
print("no test failed")
```

Running it gives:

```
Dawson function D(1) = 0.53807951
Dawson function D(2) = 0.30134039
exp(-3) = 0.04978707
jammed occupied-site fraction = 0.82365296
same from quadrature = 0.82365296
trimers per site at jamming = 0.274551
empty-site fraction at jamming = 0.176347
one-site gaps per site g1 = 0.076773
two-site gaps per site g2 = 0.049787
touching pairs per site g0 = 0.147991
share of gaps with 0, 1, 2 sites = 0.5390, 0.2796, 0.1813
history: tau (units of 1/k), coverage, E_2, E_3
  0.5  0.615060  0.241942  0.146745
  1.0  0.737931  0.118967  0.043766
  2.0  0.800287  0.066469  0.008996
  4.0  0.820866  0.051662  0.000946
  8.0  0.823603  0.049820  0.000017
master equation: ring of 12 sites, 96 states
largest error of rate equations = 4.4e-16
truncated hierarchy: 60 equations
largest error of closed solution = 6.6e-13
exact jammed fraction, ring of 6 sites = 1.00000000
exact jammed fraction, ring of 12 sites = 0.82142857
exact jammed fraction, ring of 24 sites = 0.82365297
exact jammed fraction, ring of 63 sites = 0.82365296
simulation: 20 rings of 60000 sites
  simulated coverage = 0.82382 +/- 0.00029
  simulated g1 = 0.07688 +/- 0.00023
  simulated g2 = 0.04965 +/- 0.00017
  simulated g0 = 0.14807 +/- 0.00029
late amplitude from hierarchy at tau = 8: 0.149411
late amplitude 3 exp(-3) = 0.149361
landing rate k = 2.0 per second
tau at 99 % of jammed coverage = 2.9514
time at 99 % of jammed coverage = 1.4757 s
coverage at that time = 0.815416
share of landings in exact three-site gaps then = 0.8982
uncorrelated estimate of coverage then = 0.7688
tau where that estimate passes the jammed value = 5.1927
no test failed
```
